**Phase shifts of a muffin-tin sphere from the logarithmic derivative**

The program tests $\tan\delta_l=[k j_l'(kS)-L_l j_l(kS)]/[k n_l'(kS)-L_l n_l(kS)]$, where $S$ is the sphere radius, $k=\sqrt E$ in Rydberg units, $L_l=R_l'(S)/R_l(S)$, and $j_l$, $n_l$ are spherical Bessel and Neumann functions. It integrates the radial equation out to 400 bohr, reads the phase from distant nodes, and asserts agreement with the formula within $10^{-5}$ rad, modulo $\pi$. This comparison covers a square well, a parabolic well and a case with a node at the sphere. Further assertions cover the Wronskian, the s-wave closed form, the derivative-free square-well formula and the low-energy law. For a well of radius 2.5 bohr and depth 3 Ry, the output shows an $l=2$ resonance at 0.1286 Ry. The phase shift rises from $\pi/4$ to $3\pi/4$ within 0.0185 Ry, and the program asserts the phases at both ends and at the resonance by the node method.

## Numerical verification

```python
"""
Phase shift of a single muffin-tin sphere from the logarithmic derivative.

Result under test (Rydberg atomic units, E = k^2, potential zero for r > S):
  tan(delta_l) = [k j_l'(kS) - L j_l(kS)] / [k n_l'(kS) - L n_l(kS)]
  S  sphere radius (bohr)          L  R'(S)/R(S) of the regular solution
  j_l, n_l  spherical Bessel and Neumann functions, n_0(x) = -cos(x)/x
For a square well of depth V0, q = sqrt(E + V0) and L = q j_l'(qS)/j_l(qS).

The independent road integrates the radial equation far outwards and reads
the phase from the nodes of u = r R, with no Bessel functions.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

S = 2.5        # bohr
V0 = 3.0       # Ry
E_MAIN = 0.5   # Ry
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def wrap(angle):
    """Reduce an angle modulo pi to the interval [-pi/2, pi/2)."""
    return (angle + math.pi / 2) % math.pi - math.pi / 2


def square_well(r):
    return -V0


def parabolic_well(r):
    return -6.0 * (1.0 - (r / S) ** 2)


def integrate_inside(l, energy, potential):
    """Return u(S), u'(S) of the regular solution, scaled to order one."""
    r0 = 1e-3

    def rhs(r, y):
        return [y[1], (l * (l + 1) / r**2 + potential(r) - energy) * y[0]]

    sol = solve_ivp(rhs, (r0, S), [1.0, (l + 1) / r0], method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    u, du = sol.y[:, -1]
    scale = math.hypot(u, du)
    return u / scale, du / scale


def direct_phase(l, energy, potential):
    """Phase shift modulo pi from distant nodes of the integrated wave."""
    k = math.sqrt(energy)

    def rhs(r, y):
        return [y[1], (l * (l + 1) / r**2 - energy) * y[0]]

    def node(r, y):
        return y[0]

    sol = solve_ivp(rhs, (S, 400.0), integrate_inside(l, energy, potential),
                    method="DOP853", rtol=1e-11, atol=1e-12, events=node)
    assert sol.success
    nodes = sol.t_events[0]
    r1 = nodes[nodes > 200.0][0]
    r2 = nodes[-1]
    # At a node k r - l pi/2 + delta + O(1/r) is a multiple of pi.
    p1 = wrap(l * math.pi / 2 - k * r1)
    p2 = p1 + wrap(l * math.pi / 2 - k * r2 - p1)
    return wrap((r2 * p2 - r1 * p1) / (r2 - r1))


def matching_terms(l, energy, log_derivative):
    """Numerator and denominator of tan(delta_l) for a given L."""
    k = math.sqrt(energy)
    x = k * S
    top = k * spherical_jn(l, x, True) - log_derivative * spherical_jn(l, x)
    bottom = k * spherical_yn(l, x, True) - log_derivative * spherical_yn(l, x)
    return top, bottom


def well_log_derivative(l, energy):
    q = math.sqrt(energy + V0)
    return q * spherical_jn(l, q * S, True) / spherical_jn(l, q * S)


def well_terms(l, energy):
    """Derivative-free numerator and denominator for the square well."""
    k, q = math.sqrt(energy), math.sqrt(energy + V0)
    x, y = k * S, q * S
    jl, jnext = spherical_jn(l, y), spherical_jn(l + 1, y)
    top = q * spherical_jn(l, x) * jnext - k * spherical_jn(l + 1, x) * jl
    bottom = q * spherical_yn(l, x) * jnext - k * spherical_yn(l + 1, x) * jl
    return top, bottom


def well_phase(l, energy):
    top, bottom = well_terms(l, energy)
    return wrap(math.atan2(top, bottom))


# Wronskian: numerator and denominator cannot vanish together.
for l in range(4):
    for x in (0.4, 1.7, 6.3):
        w = (spherical_jn(l, x) * spherical_yn(l, x, True)
             - spherical_jn(l, x, True) * spherical_yn(l, x))
        assert abs(w * x**2 - 1.0) < 1e-10

k_main, q_main = math.sqrt(E_MAIN), math.sqrt(E_MAIN + V0)
print(f"sphere radius S = {S:.2f} bohr, well depth V0 = {V0:.2f} Ry")
print(f"energy E = {E_MAIN:.2f} Ry")
print(f"k = {k_main:.5f} 1/bohr, q = {q_main:.5f} 1/bohr")
print(f"kS = {k_main * S:.5f}, qS = {q_main * S:.5f} (dimensionless)")

# Square well: matching formula against outward integration.
print("square well; j, n and derivatives at kS are dimensionless")
for l in range(4):
    x = k_main * S
    L = well_log_derivative(l, E_MAIN)
    u, du = integrate_inside(l, E_MAIN, square_well)
    assert abs((du / u - 1.0 / S) - L) < 1e-6 * (1.0 + abs(L))
    top, bottom = matching_terms(l, E_MAIN, L)
    delta = math.atan(top / bottom)
    direct = direct_phase(l, E_MAIN, square_well)
    assert abs(wrap(delta - direct)) < 1e-5
    assert abs(wrap(delta - well_phase(l, E_MAIN))) < 1e-10
    print(f"l={l}: j={spherical_jn(l, x):.5f}, j'={spherical_jn(l, x, True):.5f}, "
          f"n={spherical_yn(l, x):.5f}, n'={spherical_yn(l, x, True):.5f}")
    print(f"l={l}: L={L:.5f}, numerator={top:.5f}, "
          f"denominator={bottom:.5f} (all 1/bohr)")
    print(f"l={l}: tan delta={top / bottom:.5f}, delta={delta:.5f} rad, "
          f"from nodes={direct:.5f} rad")

# Closed form for the s wave, against outward integration.
for energy in (0.1, 0.5, 2.0):
    k, q = math.sqrt(energy), math.sqrt(energy + V0)
    closed = -k * S + math.atan(k / q * math.tan(q * S))
    assert abs(wrap(closed - direct_phase(0, energy, square_well))) < 1e-5
    if energy == E_MAIN:
        print(f"s-wave closed form at E = {energy:.2f} Ry: "
              f"delta_0 = {wrap(closed):.5f} rad")

# A potential that is not constant inside the sphere.
print(f"parabolic well, depth {-parabolic_well(0.0):.2f} Ry at r = 0, "
      f"E = {E_MAIN:.2f} Ry")
for l in range(3):
    u, du = integrate_inside(l, E_MAIN, parabolic_well)
    L = du / u - 1.0 / S
    top, bottom = matching_terms(l, E_MAIN, L)
    delta = math.atan(top / bottom)
    direct = direct_phase(l, E_MAIN, parabolic_well)
    assert abs(wrap(delta - direct)) < 1e-5
    print(f"l={l}: L={L:.5f} 1/bohr, delta={delta:.5f} rad, "
          f"from nodes={direct:.5f} rad")

# A node exactly at the sphere: L is infinite and tan(delta) = j/n.
z_node = brentq(lambda y: spherical_jn(1, y), 7.0, 8.0, xtol=1e-13)
E_node = (z_node / S) ** 2 - V0
x_node = math.sqrt(E_node) * S
delta_node = math.atan(spherical_jn(1, x_node) / spherical_yn(1, x_node))
direct_node = direct_phase(1, E_node, square_well)
assert abs(wrap(delta_node - direct_node)) < 1e-5
print(f"square well, l=1, node at S: E = {E_node:.5f} Ry")
print(f"  delta from j/n = {delta_node:.5f} rad, "
      f"from nodes = {direct_node:.5f} rad")

# Low-energy law: its relative error must vanish in proportion to E.
print("low-energy law, tan delta (full formula) / tan delta (law)")
for l in range(3):
    SL = S * well_log_derivative(l, 0.0)
    odd = math.prod(range(1, 2 * l + 2, 2)) * math.prod(range(1, 2 * l, 2))
    ratios = []
    for energy in (1e-4, 1e-5):
        x = math.sqrt(energy) * S
        law = x ** (2 * l + 1) / odd * (l - SL) / (l + 1 + SL)
        top, bottom = well_terms(l, energy)
        ratios.append(top / bottom / law)
    assert abs(ratios[0] - 1.0) < 5e-3
    assert abs(ratios[1] - 1.0) < 0.2 * abs(ratios[0] - 1.0)
    print(f"l={l}: S L(E=0)={SL:.5f}, ratio={ratios[0]:.6f} at 1e-4 Ry, "
          f"{ratios[1]:.6f} at 1e-5 Ry")

# Resonance in the l = 2 channel: the denominator passes through zero.
E_res = brentq(lambda e: well_terms(2, e)[1], 0.05, 0.30, xtol=1e-13)
E_low = brentq(lambda e: well_terms(2, e)[0] - well_terms(2, e)[1],
               0.02, E_res, xtol=1e-13)
E_high = brentq(lambda e: well_terms(2, e)[0] + well_terms(2, e)[1],
                E_res, 0.25, xtol=1e-13)
for energy, expected in ((E_low, 0.25), (E_res, 0.5), (E_high, 0.75)):
    found = direct_phase(2, energy, square_well)
    assert abs(wrap(found - expected * math.pi)) < 1e-5
barrier = 2 * 3 / S**2
assert E_low < E_res < E_high < barrier
width = E_high - E_low
print("square well, l=2 resonance")
print(f"delta_2 = pi/4 at E = {E_low:.5f} Ry")
print(f"delta_2 = pi/2 at E = {E_res:.5f} Ry = {E_res * RY_EV:.4f} eV")
print(f"delta_2 = 3pi/4 at E = {E_high:.5f} Ry")
print(f"width between pi/4 and 3pi/4 = {width:.5f} Ry = {width * RY_EV:.4f} eV")
print(f"centrifugal term l(l+1)/S^2 at the sphere = {barrier:.5f} Ry")
L_res = well_log_derivative(2, E_res)
print(f"L_2 at the resonance = {L_res:.5f} 1/bohr")

print("l=2 phase shift on the branch from 0 to pi")
for energy in (0.05, 0.10, 0.12, 0.15, 0.20, 0.30, 0.50):
    delta = well_phase(2, energy)
    assert abs(wrap(delta - direct_phase(2, energy, square_well))) < 1e-5
    print(f"E={energy:.2f} Ry: delta_2={delta % math.pi:.5f} rad, "
          f"sin^2={math.sin(delta)**2:.5f}")

print("every check passed")
```

Output:

```
sphere radius S = 2.50 bohr, well depth V0 = 3.00 Ry
energy E = 0.50 Ry
k = 0.70711 1/bohr, q = 1.87083 1/bohr
kS = 1.76777, qS = 4.67707 (dimensionless)
square well; j, n and derivatives at kS are dimensionless
l=0: j=0.55475, j'=-0.42452, n=0.11070, n'=0.49212
l=0: L=-0.33390, numerator=-0.11495, denominator=0.38495 (all 1/bohr)
l=0: tan delta=-0.29861, delta=-0.29018 rad, from nodes=-0.29018 rad
l=1: j=0.42452, j'=0.07446, n=-0.49212, n'=0.66748
l=1: L=9.68218, numerator=-4.05760, denominator=5.23681 (all 1/bohr)
l=1: tan delta=-0.77482, delta=-0.65920 rad, from nodes=-0.65920 rad
l=2: j=0.16568, j'=0.14335, n=-0.94587, n'=1.11306
l=2: L=-1.57707, numerator=0.36265, denominator=-0.70464 (all 1/bohr)
l=2: tan delta=-0.51466, delta=-0.47531 rad, from nodes=-0.47531 rad
l=3: j=0.04410, j'=0.06589, n=-2.18319, n'=3.99413
l=3: L=-0.12760, numerator=0.05222, denominator=2.54571 (all 1/bohr)
l=3: tan delta=0.02051, delta=0.02051 rad, from nodes=0.02051 rad
s-wave closed form at E = 0.50 Ry: delta_0 = -0.29018 rad
parabolic well, depth 6.00 Ry at r = 0, E = 0.50 Ry
l=0: L=-0.79646 1/bohr, delta=0.31404 rad, from nodes=0.31404 rad
l=1: L=1.40710 1/bohr, delta=-0.43753 rad, from nodes=-0.43753 rad
l=2: L=-0.83512 1/bohr, delta=-1.55888 rad, from nodes=-1.55888 rad
square well, l=1, node at S: E = 6.54872 Ry
  delta from j/n = 1.30131 rad, from nodes = 1.30131 rad
low-energy law, tan delta (full formula) / tan delta (law)
l=0: S L(E=0)=0.74088, ratio=0.999872 at 1e-4 Ry, 0.999987 at 1e-5 Ry
l=1: S L(E=0)=-27.30791, ratio=0.999545 at 1e-4 Ry, 0.999954 at 1e-5 Ry
l=2: S L(E=0)=-2.33764, ratio=1.000606 at 1e-4 Ry, 1.000061 at 1e-5 Ry
square well, l=2 resonance
delta_2 = pi/4 at E = 0.12083 Ry
delta_2 = pi/2 at E = 0.12857 Ry = 1.7493 eV
delta_2 = 3pi/4 at E = 0.13938 Ry
width between pi/4 and 3pi/4 = 0.01854 Ry = 0.2523 eV
centrifugal term l(l+1)/S^2 at the sphere = 0.96000 Ry
L_2 at the resonance = -1.07737 1/bohr
l=2 phase shift on the branch from 0 to pi
E=0.05 Ry: delta_2=0.01199 rad, sin^2=0.00014
E=0.10 Ry: delta_2=0.17180 rad, sin^2=0.02922
E=0.12 Ry: delta_2=0.72619 rad, sin^2=0.44093
E=0.15 Ry: delta_2=2.60278 rad, sin^2=0.26329
E=0.20 Ry: delta_2=2.80727 rad, sin^2=0.10767
E=0.30 Ry: delta_2=2.79520 rad, sin^2=0.11527
E=0.50 Ry: delta_2=2.66628 rad, sin^2=0.20941
every check passed
```
